\section*{Why unwanted deposit from hemispherical nuclei initially grows as n⁴}

\section*{Question}

I am modelling area-selective atomic layer deposition. The film should grow on one surface and stay off a neighbouring, passivated one. On the passivated surface, nuclei appear at a constant rate, and each expands as a hemisphere whose radius grows at a constant speed.

A hemisphere's volume goes as the cube of its radius, so I expected the unwanted volume to go as the cube of the cycle number $n$. I am told that it initially rises as $n^4$. Where does the extra power come from? Does it survive the fact that nuclei overlap and use up the bare surface? And if I measured a slope below 4 on a log--log plot, would that rule out this picture?

\section*{Answer}

The cube describes one nucleus of known age. Your surface holds nuclei of all ages, and their number is growing too. Counting them by age gives the extra power.

\subsection*{The sum over ages}

Let $J$ be the number of nuclei born per unit bare area per cycle, at random positions on a flat, uniform surface. Let $G$ be the increase of radius per cycle. For now the radius at birth is zero, no nuclei are present at the start, and $n$ is treated as continuous. A nucleus of age $u$ cycles has radius $R=Gu$. Its slice at height $z$ is a disc of area $\pi(R^2-z^2)$, so its volume is
\begin{equation}
v(u)=\int_0^R \pi(R^2-z^2)\,dz=\pi\left(R^3-\frac{R^3}{3}\right)=\frac{2\pi}{3}G^3u^3 .
\end{equation}
While nearly all the surface is bare, $J\,dt$ nuclei per unit total area are born between $t$ and $t+dt$. At cycle $n$ their age is $u=n-t$. If overlap is ignored, the deposited volume per unit area is
\begin{align}
h_4(n)&=\int_0^n J\,\frac{2\pi}{3}G^3(n-t)^3\,dt
=\frac{2\pi}{3}JG^3\int_0^n u^3\,du \nonumber\\
&=\frac{2\pi}{3}JG^3\,\frac{n^4}{4}=\frac{\pi}{6}JG^3n^4 .
\label{eq:quartic}
\end{align}
Three powers come from the growth of each nucleus and one from the accumulation of nuclei. Volume per area is a length: $h_4$ is the thickness the deposit would have if it were spread evenly.

\subsection*{Overlap and lost bare surface}

Equation~\eqref{eq:quartic} makes two errors. It counts the volume shared by overlapping hemispheres more than once, and it lets nuclei be born on ground that is already covered. Both can be treated together if the merged deposit is the union of the hemispheres.

Suppose we add a fictitious nucleus at position $\mathbf r_1$ and time $t_1$, on ground covered by a hemisphere born at $\mathbf r_0$ and time $t_0$. Being covered means $|\mathbf r_1-\mathbf r_0|\le G(t_1-t_0)$. Any point $\mathbf p$ inside the fictitious hemisphere at a later time $t$ satisfies $|\mathbf p-\mathbf r_1|\le G(t-t_1)$. By the triangle inequality,
\begin{equation}
|\mathbf p-\mathbf r_0|\le |\mathbf p-\mathbf r_1|+|\mathbf r_1-\mathbf r_0|\le G(t-t_0),
\end{equation}
so $\mathbf p$ already lies inside the older hemisphere. If that one is fictitious too, the argument is repeated until a real nucleus is reached. Fictitious births therefore leave the union unchanged, and we may let nuclei appear at rate $J$ over the whole area, independently of one another.

Now take a point at height $z$. A nucleus of age $u$ covers it if $Gu>z$ and if their lateral distance is below $\sqrt{G^2u^2-z^2}$. The expected number of hemispheres covering the point is
\begin{align}
m(z)&=J\int_{z/G}^{n}\pi(G^2u^2-z^2)\,du \nonumber\\
&=\pi J\left[\frac{G^2}{3}\left(n^3-\frac{z^3}{G^3}\right)-z^2\left(n-\frac zG\right)\right] \nonumber\\
&=\pi J\left[\frac{G^2n^3}{3}-z^2n+\frac{2z^3}{3G}\right].
\end{align}
With $z=xGn$ this becomes
\begin{equation}
m=a\,p(x),\quad a=\frac{\pi}{3}JG^2n^3,\quad p(x)=1-3x^2+2x^3 .
\end{equation}
Births are independent, so the number of covering hemispheres is Poisson distributed, and the point is uncovered with probability $e^{-m}$. Integrating the filled fraction over height gives the mean volume per area,
\begin{equation}
h(n)=Gn\int_0^1\left[1-e^{-a\,p(x)}\right]dx .
\label{eq:full}
\end{equation}

To compare this with $h_4$, write $1-e^{-y}=\int_0^y e^{-s}ds$ for $y\ge0$. Since $1-s\le e^{-s}\le1$ for $s\ge0$,
\begin{equation}
y-\frac{y^2}{2}\le 1-e^{-y}\le y .
\end{equation}
This applies with $y=a\,p(x)$, because $p(x)=(1-x)^2(1+2x)\ge0$ on the interval. The two integrals needed are
\begin{align}
\int_0^1p\,dx&=1-1+\frac12=\frac12,\\
\int_0^1p^2dx&=\int_0^1(1-6x^2+4x^3+9x^4-12x^5+4x^6)\,dx \nonumber\\
&=1-2+1+\frac95-2+\frac47=\frac{13}{35}.
\end{align}
The upper bound is $Gn\,a/2=\pi JG^3n^4/6=h_4$. The subtracted term is $Gn\,(a^2/2)(13/35)=h_4\,(13/35)\,a$. Hence
\begin{equation}
1-\frac{13}{35}a\;\le\;\frac{h(n)}{h_4(n)}\;\le\;1 .
\label{eq:bound}
\end{equation}
As $a\to0$ the ratio tends to 1, so the fourth power survives overlap and loss of bare surface at leading order. In the opposite limit, $a\to\infty$, the integrand in \eqref{eq:full} tends to 1 for every $x<1$. Then $h/(Gn)\to1$: the islands have merged into a film, and growth becomes linear in $n$.

\subsection*{Numbers for a selective oxide process}

Take $G=0.05$ nm per cycle and $J=10^8\ \mathrm{cm^{-2}}$ per cycle, which is $10^{-6}\ \mathrm{nm^{-2}}$ per cycle. After $n=200$ cycles,
\begin{align}
h_4&=\frac{\pi}{6}(10^{-6})(0.05)^3(200)^4\ \mathrm{nm}=0.105\ \mathrm{nm},\\
a&=\frac{\pi}{3}(10^{-6})(0.05)^2(200)^3=0.0209 .
\end{align}
The thickness corresponds to $1.05\times10^{-8}\ \mathrm{cm^3/cm^2}$. It is a mean and does not describe a continuous layer: the covered fraction is $1-e^{-a}=2.1\%$, while the oldest nuclei have a radius of $Gn=10$ nm.

The table gives \eqref{eq:full}, integrated by adaptive quadrature, at fixed $J$ and $G$. The local exponent is $d\ln h/d\ln n$, from a central difference.

\begin{center}
\begin{tabular}{ccccc}
$n$ & $a$ & $h_4$ (nm) & $h$ (nm) & exponent\\
\hline
100 & 0.0026 & 0.0065 & 0.0065 & 4.00\\
200 & 0.021 & 0.105 & 0.104 & 3.98\\
400 & 0.168 & 1.68 & 1.58 & 3.82\\
800 & 1.34 & 26.8 & 17.2 & 2.83
\end{tabular}
\end{center}

Doubling the cycles from 100 to 200 multiplies the deposit by nearly 16. By 800 cycles $h_4$ is far too large. Equation~\eqref{eq:bound} guarantees a loss of at most 5\% relative to $h_4$ if $a\le0.05\times35/13$, which here means up to 371 cycles.

Suppose the wanted film gains the same $G$ per cycle from the first cycle on. It is then $Gn=10$ nm thick at 200 cycles, and the selectivity is
\begin{equation}
S=\frac{Gn-h}{Gn+h}=\frac{10-0.104}{10+0.104}=0.979 .
\end{equation}
For small $a$, $h/(Gn)\simeq a/2$, so $1-S\simeq2h/(Gn)\simeq a$. The loss of selectivity thus initially grows as $n^3$, one power less than the deposit, because the wanted film thickens as well.

\subsection*{Does a slope below 4 rule the picture out?}

No. Overlap lowers the slope at late times, and three other effects change the early law. Each is taken alone below, without overlap.

\paragraph{Whole cycles.} If growth starts in the cycle after birth, the ages at cycle $n$ are $0,1,\dots,n-1$. The sum of their cubes is $[n(n-1)/2]^2$, so
\begin{equation}
h=\frac{2\pi}{3}JG^3\,\frac{n^2(n-1)^2}{4}=h_4\left(1-\frac1n\right)^2 .
\end{equation}
If growth starts in the birth cycle, the ages run from 1 to $n$, and the factor is $(1+1/n)^2$. At $n=200$ these shifts are $-1\%$ and $+1\%$. In the first few cycles they are large, so the fourth power requires $n\gg1$. The local exponents are $4+2/(n-1)$ and $4-2/(n+1)$, or 4.22 and 3.82 at $n=10$: the first convention raises the slope and only the second lowers it.

\paragraph{Finite birth radius.} If nuclei are born with radius $r_0$, then
\begin{align}
h&=\frac{2\pi}{3}J\int_0^n(r_0+Gu)^3du
=\frac{\pi J}{6G}\left[(r_0+Gn)^4-r_0^4\right] \nonumber\\
&=h_4\left(1+4\rho+6\rho^2+4\rho^3\right),\qquad \rho=\frac{r_0}{Gn}.
\end{align}
For $Gn\ll r_0$ the last term dominates and $h\simeq(2\pi/3)Jr_0^3n$: nuclei of nearly fixed size are merely being counted. The fourth power appears for $Gn\gg r_0$. With an illustrative $r_0=0.3$ nm, equal to six cycles of growth, the local exponent in this continuous-time formula is 2.55 at $n=10$ and 3.88 at $n=200$. At 200 cycles $\rho=0.03$, and the deposit is 12.6\% above $h_4$.

\paragraph{Defects present at the start.} A density $N_0$ of nuclei already present at $n=0$ adds your cubic law, since these all have the same age:
\begin{equation}
\frac{N_0(2\pi/3)G^3n^3}{(\pi/6)JG^3n^4}=\frac{4N_0}{Jn}.
\end{equation}
For an illustrative $N_0=10^9\ \mathrm{cm^{-2}}$ this is $4\times10^9/(2\times10^{10})=20\%$ at 200 cycles. With $q=4N_0/(Jn)$, the local exponent of the sum is the weighted mean $(4+3q)/(1+q)=3.83$.

The fourth power therefore needs a window: $n\gg1$, $n\gg4r_0/G$ and $n\gg4N_0/J$, but still $a\ll1$. The window can be too narrow for a slope of 4 to appear at all: with the illustrative $r_0$ and $N_0$ acting together, overlap included, and $J$ and $G$ as in the table, the slope peaks at about 3.7, near 260 cycles if the initial defects start at zero radius and near 270 if they start at $r_0$. A slope near 3 could mean that most nuclei were there from the start, or that overlap is well under way: with the parameters of the table, overlap alone lowers the slope to 3 near 750 cycles, when about two thirds of the surface is covered. A slope near 1 could come from newly born nuclei that have hardly grown (this needs $r_0\gg G$; with the illustrative $r_0=6G$ the slope is already 1.24 at $n=1$), or from a film that has thickened well beyond closure ($a\gg1$; the approach is slow, with slope 1.2 at 2000 cycles, $a\approx21$, and 1.1 at 3000 cycles, $a\approx71$); the covered fraction tells these apart.

\subsection*{How this compares with a real process}

The parameters are rough values meant for an oxide such as TiO$_2$ on passivated silicon. The growth per cycle is of a realistic size. The nucleation rate is much less certain, because it depends on the passivation and its preparation; at fixed $G$ and $n$, $h_4$ is proportional to it. A real passivation layer may also degrade during the process, which breaks the assumption of constant $J$. If the rate rises as $J_1t$, then
\begin{equation}
h=\frac{2\pi}{3}J_1G^3\int_0^n t(n-t)^3dt
=\frac{2\pi}{3}J_1G^3\left(\frac{n^5}{4}-\frac{n^5}{5}\right)=\frac{\pi}{30}J_1G^3n^5
\end{equation}
before overlap, where $t=n-u$ was used in the integral. The exponent is then 5, so a slope above 4 is possible too.

Small features add scatter. Assign nuclei to a pad of area $A$ by their centres. Their number is Poisson distributed with mean $N=JAn$, and their ages are uniform between 0 and $n$. The total volume has mean $N\langle v\rangle$. For $k$ nuclei its variance is $k(\langle v^2\rangle-\langle v\rangle^2)$; averaging over $k$ and adding the variance $N\langle v\rangle^2$ due to $k$ itself gives $N\langle v^2\rangle$. Since $v\propto u^3$, $\langle u^3\rangle=n^3/4$ and $\langle u^6\rangle=n^6/7$,
\begin{equation}
\frac{\text{standard deviation}}{\text{mean}}=\sqrt{\frac{\langle v^2\rangle}{N\langle v\rangle^2}}=\sqrt{\frac{16}{7N}} .
\end{equation}
A square pad 100 nm wide has $N=2$ at 200 cycles, so the relative standard deviation is 1.07. For the deposit from nuclei, the $n^4$ law describes the average over many such pads, while a single pad can be far from it.

This count leaves out the wanted film next to the pad, which may spread sideways over the edges. Suppose it starts level with the pad and grows equally fast in all directions. Its overhang then has a quarter-circle cross-section of area $\pi(Gn)^2/4$ along each edge. On the 100 nm pad at 200 cycles the four edges give $4\times100\times78.5/100^2=3.14$ nm. At each corner two overhangs share a volume $\frac23(Gn)^3$, which this counts twice; removing it takes off $0.27$ nm. The mean thickness is then about 2.9 nm, far more than the 0.105 nm from nuclei. To test the $n^4$ law, measure well away from such edges.

All numerical values are calculated from the stated model.
